# Wall encounters of a nonreactive molecule escaping a deep narrow hole: a numerical check

```python
"""
Result under test: a nonreactive molecule leaving the bottom of a blind
cylindrical hole (diameter d, depth L, A = L/d), with cosine re-emission and
no gas collisions, makes on average
    N = (2A + 1)/W - 1   surface encounters,   N -> (3/2) A^2 for A >> 1.
W: transmission probability of an open tube of the same length and diameter.
All lengths in the geometric calculations are in units of d.
Numerical roads: quadrature over rays, a linear system for exchange between
wall rings, and a three-dimensional ray simulation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import toeplitz


def disc_tail(x):
    """Probability that a cosine ray from a disc lands farther than x."""
    return (np.sqrt(1 + x * x) - x) ** 2


def disc_tail_integral(x):
    """Integral of disc_tail from x to infinity."""
    return 2 / 3 * (1 + x * x) ** 1.5 - x - 2 / 3 * x ** 3


def solve_hole(aspect, width=0.05, sticking=0.0):
    """Exchange between rings, bottom and mouth; returns a dictionary."""
    n = int(round(aspect / width))
    width = aspect / n
    f = disc_tail(np.arange(n + 1) * width)
    column = np.empty(n)
    column[0] = 1 - (1 - f[1]) / (2 * width)
    column[1:] = (f[:-2] - 2 * f[1:-1] + f[2:]) / (4 * width)
    wall = toeplitz(column)
    from_disc = f[:-1] - f[1:]
    to_bottom = from_disc / (4 * width)
    to_mouth = to_bottom[::-1]

    # Open tube: transmission, sidewall hits, overshoot of transmitted rays
    g = disc_tail_integral(np.arange(n + 1) * width)
    overshoot = ((g[:-1] - g[1:]) / (4 * width))[::-1]
    rhs = np.column_stack([to_mouth, wall.sum(axis=1), overshoot])
    sol = np.linalg.solve(np.eye(n) - wall, rhs)
    transmission = f[-1] + from_disc @ sol[:, 0]
    open_hits = from_disc @ (1 + sol[:, 1])
    weighted_overshoot = g[-1] + from_disc @ sol[:, 2]

    # Blind hole: index 0 is the bottom, then rings from bottom to mouth
    step = np.zeros((n + 1, n + 1))
    step[0, 1:] = from_disc
    step[1:, 0] = to_bottom
    step[1:, 1:] = wall
    count = np.linalg.solve(np.eye(n + 1) - step, step.sum(axis=1))
    entrant = from_disc[::-1] @ (1 + count[1:]) + f[-1] * (1 + count[0])
    result = dict(W=transmission, open_hits=open_hits,
                  WO=weighted_overshoot, N=count[0], entrant=entrant,
                  half=0.5 * (count[n // 2] + count[n // 2 + 1]))
    if sticking > 0:
        leave = np.concatenate([[f[-1]], to_mouth])
        survive = np.linalg.solve(np.eye(n + 1) - (1 - sticking) * step, leave)
        result["escape"] = survive[0]
    return result


def simulate(aspect, diffuse_fraction, walkers, rng):
    """Three-dimensional ray tracing; mean encounters and mean path / d."""
    radius = 0.5
    r = radius * np.sqrt(rng.random(walkers))
    angle = 2 * np.pi * rng.random(walkers)
    x, y, z = r * np.cos(angle), r * np.sin(angle), np.zeros(walkers)
    c2 = 1 - rng.random(walkers)
    angle = 2 * np.pi * rng.random(walkers)
    u = np.sqrt(1 - c2) * np.cos(angle)
    v = np.sqrt(1 - c2) * np.sin(angle)
    w = np.sqrt(c2)
    hits, path = 0, 0.0
    while x.size:
        a = u * u + v * v + 1e-300
        b = x * u + y * v
        c = np.maximum(radius ** 2 - x * x - y * y, 0)
        t = (-b + np.sqrt(b * b + a * c)) / a
        z_new = z + w * t
        out, floor = z_new > aspect, z_new < 0
        t[out] = (aspect - z[out]) / w[out]
        t[floor] = -z[floor] / w[floor]
        path += t.sum()
        keep = ~out
        hits += int(keep.sum())
        x, y, z = (x + u * t)[keep], (y + v * t)[keep], (z + w * t)[keep]
        u, v, w, floor = u[keep], v[keep], w[keep], floor[keep]
        if not x.size:
            break
        z[floor] = 0.0
        rho = np.sqrt(x * x + y * y) + 1e-300
        nx, ny = -x / rho, -y / rho
        scale = np.where(floor, 1.0, radius / rho)
        x, y = x * scale, y * scale
        c2 = 1 - rng.random(x.size)
        angle = 2 * np.pi * rng.random(x.size)
        normal = np.sqrt(c2)
        s1 = np.sqrt(1 - c2) * np.cos(angle)
        s2 = np.sqrt(1 - c2) * np.sin(angle)
        du = np.where(floor, s1, normal * nx - s2 * ny)
        dv = np.where(floor, s2, normal * ny + s2 * nx)
        dw = np.where(floor, normal, s1)
        if diffuse_fraction < 1:
            mirror = rng.random(x.size) > diffuse_fraction
            dot = u * nx + v * ny
            mu = np.where(floor, u, u - 2 * dot * nx)
            mv = np.where(floor, v, v - 2 * dot * ny)
            mw = np.where(floor, -w, w)
            du = np.where(mirror, mu, du)
            dv = np.where(mirror, mv, dv)
            dw = np.where(mirror, mw, dw)
        u, v, w = du, dv, dw
    return hits / walkers, path / walkers


# Mean square axial step from ray geometry: start at the wall point (1/2, 0)
def square_step(polar, phi):
    ux, uy = -np.sin(polar) * np.cos(phi), np.sin(polar) * np.sin(phi)
    chord = -2 * (0.5 * ux) / (ux * ux + uy * uy)
    return (chord * np.cos(polar)) ** 2 * (-ux) / np.pi * np.sin(polar)


step2 = dblquad(square_step, -np.pi / 2, np.pi / 2, 0, np.pi)[0]
assert abs(step2 - 2 / 3) < 1e-7


# Landing law of a cosine ray from a disc, from the transverse distance
def landing_integrand(phi, r, distance):
    reach = -r * np.cos(phi) + np.sqrt(0.25 - (r * np.sin(phi)) ** 2)
    return reach ** 2 / (reach ** 2 + distance ** 2) * r * 4 / np.pi


for distance in (0.3, 1.0, 3.0):
    tail = dblquad(landing_integrand, 0, 0.5, 0, 2 * np.pi,
                   args=(distance,), epsabs=1e-8, epsrel=1e-8)[0]
    assert abs(tail - disc_tail(distance)) < 1e-6
    assert tail <= 1 / distance ** 2
mean_landing = quad(disc_tail, 0, 20)[0] + quad(
    lambda s: disc_tail(1 / s) / s ** 2, 0, 1 / 20)[0]
assert abs(mean_landing - 2 / 3) < 1e-6

# Exact identities, bounds and scaling from the ring-exchange system
sticking = 1e-4
aspects = (5, 10, 20, 40, 60, 120)
table = {A: solve_hole(A, sticking=sticking if A == 60 else 0.0)
         for A in aspects}
for A, q in table.items():
    assert abs(q["open_hits"] / (2 * A) - 1) < 1e-6
    assert abs(q["entrant"] / (4 * A + 1) - 1) < 1e-6
    assert abs(q["N"] / ((2 * A + 1) / q["W"] - 1) - 1) < 1e-6
    # ring width limits the next identity
    assert abs(q["W"] * A + 2 * q["WO"] - 4 / 3) < 3e-3
    assert 4 / 3 - 4 * np.sqrt(q["W"]) <= q["W"] * A <= 4 / 3
    assert q["N"] >= 1.5 * A ** 2 + 0.75 * A - 1
ratios = [table[A]["N"] / (1.5 * A * A) for A in aspects]
assert all(r1 > r2 > 1 for r1, r2 in zip(ratios, ratios[1:]))
assert ratios[-1] < 1.06
exponent = np.log(table[120]["N"] / table[60]["N"]) / np.log(2)
assert abs(exponent - 2) < 0.08
half_ratio = table[120]["half"] / table[120]["N"]
assert abs(half_ratio - 0.75) < 0.03
coarse = solve_hole(20, width=0.1)["N"]
grid_change = abs(coarse / table[20]["N"] - 1)
assert grid_change < 5e-3

# Independent ray simulation; tolerances are about four standard errors
rng = np.random.default_rng(12345)
walkers = 12000
mc_hits, mc_path = simulate(20, 1.0, walkers, rng)
path_formula_20 = 2 * 20 / table[20]["W"]
assert abs(mc_hits / table[20]["N"] - 1) < 0.03
assert abs(mc_path / path_formula_20 - 1) < 0.03
diffuse = 0.9
mc_mirror, _ = simulate(20, diffuse, walkers, rng)
mirror_factor = diffuse / (2 - diffuse)
mirror_ratio = mc_mirror / mc_hits
# the factor is a long-hole limit, so end effects enter at A = 20
assert abs(mirror_ratio - mirror_factor) < 0.05

# Worked example (rough regime of channel-hole etching in oxide)
diameter, depth, temperature = 100e-9, 6e-6, 300.0
A = int(round(depth / diameter))
case = table[A]
mass = 104.08 * const.atomic_mass
speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
path = 2 * depth / case["W"]
flight_time = path / speed
escape_estimate = 1 / np.cosh(np.sqrt(2 * sticking * case["N"]))
assert abs(escape_estimate - case["escape"]) < 0.015

pressure = 20e-3 * const.torr
etch_rate, oxide_density = 5e-9, 2.2e28
product_density = 4 * etch_rate * oxide_density / (case["W"] * speed)
product_pressure = product_density * const.k * temperature
collision_diameter = 0.5e-9
gas_density = pressure / (const.k * temperature) + product_density
free_path = 1 / (np.sqrt(2) * np.pi * collision_diameter ** 2 * gas_density)
assert free_path > 100 * diameter
adsorption_energy, attempt_time = 0.20, 1e-13
stay = attempt_time * np.exp(adsorption_energy * const.e
                             / (const.k * temperature))
narrow = 80e-9
narrow_case = solve_hole(depth / narrow)

print(f"mean square axial step / d^2 (quadrature): {step2:.6f}")
print(f"mean landing distance from disc / d: {mean_landing:.6f}")
print("A, W, N, N/(1.5 A^2), entrant mean encounters:")
for a_value, ratio in zip(aspects, ratios):
    q = table[a_value]
    print(f"  {a_value:4d} {q['W']:.5f} {q['N']:.1f} {ratio:.4f}"
          f" {q['entrant']:.2f}")
print(f"local exponent of N between A=60 and 120: {exponent:.3f}")
print(f"N(half depth)/N(bottom) at A=120: {half_ratio:.4f}")
print(f"relative change of N, ring width 0.1 to 0.05 d: {grid_change:.1e}")
print(f"ray simulation, molecules per run: {walkers}")
print(f"ray simulation A=20, encounters: {mc_hits:.0f}")
print(f"ray simulation A=20, path / d: {mc_path:.0f}")
print(f"formula A=20, path / d: {path_formula_20:.0f}")
print(f"diffuse fraction in specular test: {diffuse:.2f}")
print(f"specular factor, long-hole formula: {mirror_factor:.3f}")
print(f"specular factor, simulation A=20: {mirror_ratio:.3f}")
print(f"example diameter: {diameter * 1e9:.0f} nm")
print(f"example depth: {depth * 1e9:.0f} nm")
print(f"example aspect ratio: {A}")
print(f"temperature: {temperature:.0f} K")
print(f"SiF4 mass: {mass / const.atomic_mass:.2f} u")
print(f"mean speed: {speed:.1f} m/s")
print(f"leading estimate 1.5 A^2: {1.5 * A * A:.0f} encounters")
print(f"computed count: {case['N']:.0f} encounters")
print(f"mean total path: {path * 1e3:.3f} mm")
print(f"mean flight time: {flight_time * 1e6:.2f} us")
print(f"chamber pressure: {pressure / const.torr * 1e3:.1f} mTorr")
print(f"etch rate (rough): {etch_rate * 1e9:.1f} nm/s")
print(f"oxide unit density (rough): {oxide_density * 1e-6:.1e} cm^-3")
print("product pressure at bottom (upper estimate):"
      f" {product_pressure / const.torr * 1e3:.2f} mTorr")
print(f"collision diameter (rough): {collision_diameter * 1e9:.2f} nm")
print(f"gas mean free path: {free_path * 1e3:.2f} mm")
print(f"diameter / mean free path: {diameter / free_path:.1e}")
print(f"gas collisions during escape: {path / free_path:.2f}")
print(f"sticking probability tried: {sticking:.1e}")
print(f"escape probability, ring system: {case['escape']:.4f}")
print(f"escape probability, cosh estimate: {escape_estimate:.4f}")
print(f"sticking probability 1/N: {1 / case['N']:.2e}")
print(f"adsorption energy (illustrative): {adsorption_energy:.2f} eV")
print(f"attempt time (illustrative): {attempt_time:.1e} s")
print(f"stay per encounter: {stay * 1e9:.3f} ns")
print(f"total adsorbed time: {stay * case['N'] * 1e6:.2f} us")
print(f"count for uniform {narrow * 1e9:.0f} nm hole:"
      f" {narrow_case['N']:.0f} encounters")
print("checks complete")
```

Output:

```
mean square axial step / d^2 (quadrature): 0.666667
mean landing distance from disc / d: 0.666667
A, W, N, N/(1.5 A^2), entrant mean encounters:
     5 0.19106 56.6 1.5086 21.00
    10 0.10939 191.0 1.2732 41.00
    20 0.05949 688.2 1.1470 81.00
    40 0.03127 2589.6 1.0790 161.00
    60 0.02124 5695.9 1.0548 241.00
   120 0.01084 22229.7 1.0292 481.00
local exponent of N between A=60 and 120: 1.964
N(half depth)/N(bottom) at A=120: 0.7553
relative change of N, ring width 0.1 to 0.05 d: 1.9e-03
ray simulation, molecules per run: 12000
ray simulation A=20, encounters: 683
ray simulation A=20, path / d: 668
formula A=20, path / d: 672
diffuse fraction in specular test: 0.90
specular factor, long-hole formula: 0.818
specular factor, simulation A=20: 0.843
example diameter: 100 nm
example depth: 6000 nm
example aspect ratio: 60
temperature: 300 K
SiF4 mass: 104.08 u
mean speed: 247.0 m/s
leading estimate 1.5 A^2: 5400 encounters
computed count: 5696 encounters
mean total path: 0.565 mm
mean flight time: 2.29 us
chamber pressure: 20.0 mTorr
etch rate (rough): 5.0 nm/s
oxide unit density (rough): 2.2e+22 cm^-3
product pressure at bottom (upper estimate): 2.61 mTorr
collision diameter (rough): 0.50 nm
gas mean free path: 1.24 mm
diameter / mean free path: 8.1e-05
gas collisions during escape: 0.46
sticking probability tried: 1.0e-04
escape probability, ring system: 0.6156
escape probability, cosh estimate: 0.6151
sticking probability 1/N: 1.76e-04
adsorption energy (illustrative): 0.20 eV
attempt time (illustrative): 1.0e-13 s
stay per encounter: 0.229 ns
total adsorbed time: 1.30 us
count for uniform 80 nm hole: 8815 encounters
checks complete
```
